\section*{Crossed-strings view factors and constant-sticking fluxes in a rectangular trench}

\section{Why the view factors need care}

Suppose that the exchange of molecules between a trench wall and the adjoining floor is computed by the midpoint rule. Take the two segments of length $h$ that meet at the corner. Their midpoints are $h/\sqrt2$ apart, both cosines are $1/\sqrt2$, and the kernel derived below gives a view factor of $\sqrt2/4=0.354$. The correct value is $1-1/\sqrt2=0.293$. Since $h$ has cancelled from both, refining the mesh never removes this 21\% error in the corner pair.

Its effect on the mean fluxes does shrink with the mesh, because the corner pair covers ever less of the surface. An index error can do more damage, although it has no effect when all surface segments are equally long. If $F_{ij}$ and $F_{ji}$ are interchanged in the re-emission between surface segments, with the factors to the mouth left correct, on a mesh with 20~nm wall segments and 5~nm floor segments, the molecules leaving the balance differ from those entering by 20\% for the trench treated below. Crossed strings cure the first fault, and a conservation check exposes the second. A third kind of fault passes every balance check, so the geometry needs a test of its own.

\section{Model and kernel}

The trench has width $W$, depth $H$ and unlimited length. The gas above it is isotropic and sends a uniform flux $\Gamma_0$ (molecules per area and time) through the mouth with a cosine distribution. Inside, molecules fly without colliding. At each impact a molecule sticks with probability $s$, independent of position, angle and coverage; otherwise it leaves at once from the same point by the cosine law. The shape is held fixed while the fluxes are computed.

Consider two surface points a distance $R$ apart, with angles $\theta,\theta'$ between their inward normals and the line joining them. Cosine emission sends a fraction $\cos\theta\cos\theta'\,dA'/(\pi R^2)$ of the molecules leaving one point to an area $dA'$ at the other. Let $r$ be the distance projected on the cross-section, $z$ the separation along the trench, and $c,c'$ the cosines measured in the section. Then $R^2=r^2+z^2$, $\cos\theta=cr/R$ and $\cos\theta'=c'r/R$. With $z=r\tan\varphi$,
\begin{align}
\int_{-\infty}^{\infty}\frac{cc'r^2}{\pi(r^2+z^2)^2}\,dz
&=\frac{cc'}{\pi r}\int_{-\pi/2}^{\pi/2}\cos^2\varphi\,d\varphi
=\frac{cc'}{2r}\equiv k .
\label{kernel}
\end{align}
The problem is now two-dimensional and purely geometric: only ratios of lengths matter, in atomic units as in any others.

\section{Hottel's rule from a mixed derivative}

Number the vertices $p_i$ of the section counterclockwise. Segment $i$ runs from $p_i$ to $p_{i+1}$ and has length $L_i$; the mouth, labelled $O$, is the last segment. Indices are cyclic. The view factor $F_{ij}$ is the fraction of molecules leaving $i$, uniformly along it, that next strike $j$:
\begin{equation}
F_{ij}=\frac1{L_i}\int_i da\int_j db\;k(a,b),
\label{definition}
\end{equation}
where $a,b$ are arc lengths in the direction of numbering.

Let $p(a)$ and $q(b)$ be the two points, $u,v$ their unit tangents, and $e=(q-p)/r$. Moving $p$ changes the distance by $\partial r/\partial a=-u\cdot e$. Since $\partial e/\partial b=[v-(v\cdot e)e]/r$,
\begin{equation}
\frac{\partial^2r}{\partial a\,\partial b}
=-\frac{u\cdot v-(u\cdot e)(v\cdot e)}r
=-\frac{(u\cdot m)(v\cdot m)}r ,
\end{equation}
where $m=Je$ and $J$ is a rotation by $+90^\circ$. The last step expands $u\cdot v$ in the orthonormal pair $e,m$. For counterclockwise numbering the inward normals are $Ju$ and $Jv$. Hence $c=Ju\cdot e=-u\cdot m$ and $c'=-Jv\cdot e=v\cdot m$, so that
\begin{equation}
\frac{\partial^2r}{\partial a\,\partial b}=\frac{cc'}r=2k .
\end{equation}
The double integral in \eqref{definition} therefore needs distances between end points alone. Writing $d(i,j)=|p_i-p_j|$,
\begin{equation}
F_{ij}=\frac{d(i,j)+d(i{+}1,j{+}1)-d(i,j{+}1)-d(i{+}1,j)}{2L_i},
\quad i\ne j .
\label{strings}
\end{equation}
The positive terms are the crossed strings, the negative ones the uncrossed strings. A flat segment does not see itself, so $F_{ii}=0$ is set separately. Segments on one wall give zero, because their string lengths cancel. For segments that touch at a corner the kernel is singular but integrable, and \eqref{strings} follows as a limit because $r$ is continuous. The section must be convex, since a part protruding into it would block straight strings.

\section{Reciprocity and row sums}

Exchanging $i$ and $j$ in the numerator of \eqref{strings} swaps the two uncrossed strings and leaves the sum unchanged. Thus
\begin{equation}
L_iF_{ij}=L_jF_{ji}.
\label{reciprocity}
\end{equation}

For the row sum, first include the diagonal term that \eqref{strings} would formally give. It is $(0+0-L_i-L_i)/(2L_i)=-1$. The sum over the closed polygon then consists of two telescoping parts,
\begin{equation}
\sum_j[d(i,j)-d(i,j{+}1)]=0,\qquad
\sum_j[d(i{+}1,j{+}1)-d(i{+}1,j)]=0 .
\end{equation}
The full sum is zero, and removing the diagonal $-1$ leaves
\begin{equation}
\sum_{j\ne i}F_{ij}=1,\qquad\text{opening included.}
\label{rows}
\end{equation}

\section{The flux equations}

Let $\Gamma_i$ be the mean flux arriving on surface segment $i$. Sums now run over walls and floor, with the opening written out. Segment $j$ re-emits $(1-s)L_j\Gamma_j$ molecules per unit trench length and time, of which a fraction $F_{ji}$ reaches $i$. Together with the supply through the mouth,
\begin{equation}
L_i\Gamma_i=\Gamma_0WF_{Oi}+(1-s)\sum_jL_j\Gamma_jF_{ji}.
\end{equation}
Reciprocity turns $WF_{Oi}$ into $L_iF_{iO}$ and $L_jF_{ji}$ into $L_iF_{ij}$. Division by $L_i$ gives
\begin{equation}
\Gamma_i=\Gamma_0F_{iO}+(1-s)\sum_jF_{ij}\Gamma_j .
\label{flux}
\end{equation}
The one approximation made here is that re-emission is uniform within each segment. The algorithm is to list the vertices, form the distance table, apply \eqref{strings}, and solve the linear system \eqref{flux}.

Every surface segment sees the mouth, so the surface part of each row sums to $1-F_{iO}<1$. The largest such sum bounds the spectral radius of $F$, and the solution exists for $0\le s\le1$. It equals the Neumann series in powers of $(1-s)F$, each power adding the arrivals of one further impact.

Now multiply \eqref{flux} by $L_i$ and sum. The source gives $\Gamma_0W\sum_iF_{Oi}=\Gamma_0W$, because the flat mouth does not see itself. In the re-emission term, \eqref{reciprocity} and \eqref{rows} give $\sum_iL_iF_{ij}=L_j(1-F_{jO})$. Hence
\begin{equation}
\sum_iL_i\Gamma_i=\Gamma_0W+(1-s)\sum_jL_j\Gamma_j(1-F_{jO}),
\end{equation}
and collecting terms,
\begin{equation}
\Gamma_0W=s\sum_iL_i\Gamma_i+(1-s)\sum_iL_i\Gamma_iF_{iO}.
\label{conservation}
\end{equation}
Molecules that enter either stick or return through the mouth. This holds on every mesh, however coarse.

\subsection{Two limits}

For $s=1$ only direct flight counts. With $A=H/W$, the crossed strings between floor and mouth are two diagonals and the uncrossed ones are the two walls:
\begin{equation}
\frac{\bar\Gamma_{\rm floor}}{\Gamma_0}
=\frac{2\sqrt{W^2+H^2}-2H}{2W}=\sqrt{1+A^2}-A .
\end{equation}
This tends to 1 for a shallow trench and to $1/(2A)$ for a deep one.

For $s=0$, \eqref{rows} shows that $\Gamma_i=\Gamma_0$ solves \eqref{flux}: an isotropic gas fills the trench evenly. To see how this uniformity is lost, let a molecule leave segment $i$ and let $N_i$ be the number of impacts it would make before escaping if nothing stuck. The probability $h_i$ that it survives all of them is
\begin{equation}
h_i=F_{iO}+(1-s)\sum_jF_{ij}h_j ,
\end{equation}
since it either escapes directly or strikes $j$, survives and starts again. This is \eqref{flux} divided by $\Gamma_0$. Therefore
\begin{equation}
\Gamma_i/\Gamma_0=\langle(1-s)^{N_i}\rangle\ge1-s\langle N_i\rangle ,
\label{survival}
\end{equation}
with equality to first order in $s$. Good coverage is therefore assured if the sticking probability is small compared with $1/\langle N_i\rangle$; that it is small compared with 1 is not enough.

\section{Error analysis}

\subsection{Mesh error}

Let $\gamma$ be the continuous flux, $K$ the integral operator with kernel $k$ on walls and floor, and $f$ the direct flux. Then $B\gamma=f$ with $B=1-(1-s)K$. If $P$ replaces a function by its segment averages, \eqref{flux} reads $PB\Gamma=Pf$ for a piecewise constant $\Gamma$. The error $\varepsilon=\gamma-\Gamma$ thus obeys $PB\varepsilon=0$.

The kernel is symmetric and non-negative, with $\int k\,db\le1$. From $2|xy|\le x^2+y^2$ it follows that $|\langle v,Kv\rangle|\le\|v\|^2$, so the spectrum of $B$ lies between $s$ and $2-s$. Since $\varepsilon$ and $\gamma-P\gamma$ differ by a piecewise constant function, to which $B\varepsilon$ is orthogonal,
\begin{align}
s\|\varepsilon\|^2&\le\langle\varepsilon,B\varepsilon\rangle
=\langle\gamma-P\gamma,B\varepsilon\rangle\nonumber\\
&\le(2-s)\|\gamma-P\gamma\|\,\|\varepsilon\| .
\end{align}
A weighted mean of the flux, $\langle g,\gamma\rangle$, does better. Define $w$ by $Bw=g$. As $B$ is symmetric,
\begin{align}
|\langle g,\varepsilon\rangle|&=|\langle w,B\varepsilon\rangle|
=|\langle w-Pw,B\varepsilon\rangle|\nonumber\\
&\le\frac{(2-s)^2}{s}\,\|w-Pw\|\,\|\gamma-P\gamma\| .
\label{bound}
\end{align}
On a segment of length $h$, a function differs from its mean by at most $\int|v'|\,dx\le\sqrt h\,(\int v'^2dx)^{1/2}$. Squaring and integrating gives $\|v-Pv\|\le h\|v'\|$. If $\gamma$ and $w$ have square-integrable derivatives on each side of the trench, the error of a mean such as the floor coverage is therefore $O(h^2)$. The factor $1/s$ belongs to the bound; it is not an estimate of the actual error.

\subsection{Rounding error}

Each view factor is a small difference of long strings. With relative machine precision $\eta$ and longest string $D$, its absolute error is of order $\eta D/L_i$. For distant segments of length $h$ the factor itself is about $cc'h/(2D)$, so at fixed angles its relative error grows as $\eta D^2/h^2$. Where a wall and a floor segment see each other at a grazing angle, one cosine also shrinks with $h$, and the growth is closer to $\eta D^3/h^3$. In double precision this is harmless for $D/h$ of a few hundred, but it limits extreme refinement.

\subsection{What the balance checks cannot see}

The proofs of \eqref{reciprocity}, \eqref{rows} and \eqref{conservation} used only that $d$ is symmetric, that $d(i,i)=0$, and that $d(i,i{+}1)=L_i$. City-block distances $|\Delta x|+|\Delta y|$ share these properties on a rectangle. Put them into \eqref{strings}. A floor segment from $x=a$ to $x=b$ then has the view factor
\begin{equation}
\frac{(W-a+H)+(b+H)-(a+H)-(W-b+H)}{2(b-a)}=1
\end{equation}
to the mouth. Two wall segments of length $h$ at equal height have crossed strings $W+h$ and uncrossed strings $W$, so their view factor is $2h/(2h)=1$. Reciprocity gives the mouth the factor $(b-a)/W$ to that floor segment, and all other factors vanish. The floor receives the full $\Gamma_0$, while each wall segment exchanges molecules with its partner alone and, for $s>0$, receives nothing.

This result is wrong, yet it has perfect reciprocity, unit row sums and conservation. The three checks are necessary, but passing them proves neither that the geometry is right nor that the mesh error is small.

\section{Worked example}

Take $W=200$~nm, $H=800$~nm and $s=0.05$. Coverage means the local growth rate relative to that on the flat surface, $s\Gamma_i/(s\Gamma_0)=\Gamma_i/\Gamma_0$.

\subsection{Three zones by hand}

With one segment per side, the diagonal is 824.621~nm and
\begin{align}
F_{\rm floor,O}&=\frac{2(824.621)-2(800)}{2(200)}=0.12311,\\
F_{\rm wall,wall}&=\frac{2(824.621)-2(200)}{2(800)}=0.78078,\\
F_{\rm wall,floor}&=\frac{800+200-824.621}{2(800)}=0.10961 .
\end{align}
In the last line the crossed strings are the wall and the floor themselves, and one uncrossed string has zero length at the shared corner. By symmetry $F_{\rm wall,O}=0.10961$, and reciprocity gives $F_{\rm floor,wall}=4(0.10961)=0.4384$ for each wall. The wall row sums to $0.78078+2(0.10961)=1.00000$.

Let $x$ and $y$ be the relative fluxes on wall and floor:
\begin{align}
x&=0.10961+0.95(0.78078x+0.10961y),\\
y&=0.12311+0.95(2)(0.43845)x .
\end{align}
Substituting the second line into the first gives $0.1715x=0.1224$, hence $x=0.714$ and $y=0.718$. Per entering molecule, $0.05(8x+y)=0.321$ stick and $0.95(8x\cdot0.10961+y\cdot0.12311)=0.679$ return. The balance closes, although the floor value will prove 13\% too high.

\subsection{Fine mesh}

With 5~nm segments, 160 on each wall and 40 on the floor, the mean floor coverage is 0.632. Meshes with 10, 20 and 40 floor segments, and four times as many on each wall, give 0.632564, 0.632475 and 0.632453. Successive changes shrink by a factor of 3.99, as expected for an $h^2$ error. On that assumption, the remaining mesh error is a third of the last change, about $7\times10^{-6}$.

The row sums hold to $1.7\times10^{-13}$ and conservation to $3.3\times10^{-13}$, relative to the supply. These figures show sound arithmetic; the mesh error is far larger.

Direct flight supplies a floor flux of 0.123, so about four fifths of the floor deposit comes from molecules that have already struck a surface. From the top down, the mean fluxes on the wall quarters are 0.788, 0.676, 0.615 and 0.593. Of the entering molecules, 26.7\% stick to the walls, 3.2\% stick to the floor and 70.1\% return.

At the bottom corner the flux jumps from 0.593 on the wall to 0.630 on the floor. Close to the corner, each surface gets half of its view from the other. The remaining half is seen along rays at elevation $\alpha$ above the floor, with weight $\tfrac12\cos\alpha\,d\alpha$ for the wall and $\tfrac12\sin\alpha\,d\alpha$ for the floor. The floor thus favours steep rays, which come from the mouth and the more strongly supplied upper wall.

\subsection{Independent tests}

The geometry was tested on a coarse mesh with three segments per wall and two on the floor. Direct quadrature of \eqref{definition} agreed with the strings to $1.8\times10^{-7}$. A one-sided calculation, averaging $\tfrac12|\sin\theta_2-\sin\theta_1|$ over each emitter, where $\theta_1,\theta_2$ are the directions to the ends of the receiver, agreed to rounding error.

The whole process was tested by tracing $10^6$ molecules in three dimensions. The shares were 26.7\% on the walls, 3.2\% on the floor and 70.2\% returned. Over the four wall quarters, the floor and the mouth, the largest deviation from the linear solution was 1.1 standard errors. Both methods gave 5.98 impacts per entering molecule.

\subsection{Relation to a real process}

The dimensions and conditions are rough values for low-pressure deposition of silicon dioxide from TEOS: 1000~K, 0.5~Torr and 10~nm/min on the flat surface. The sticking probability is an assumed value. With the geometry fixed, the floor coverage is 0.90, 0.81, 0.63, 0.46 and 0.30 for $s=0.01$, 0.02, 0.05, 0.10 and 0.20. The first value and \eqref{survival} give $\langle N\rangle\ge(1-0.896)/0.01\approx10$ for molecules leaving the floor: a loss of a tenth of the coverage at 1\% sticking requires at least about ten impacts on average.

Growth also changes the shape. After 20~nm of film on the flat surface, let the walls approach each other at the rate of the topmost segment and keep the section rectangular. The width becomes $200-2(20)(0.859)\approx166$~nm. The top surface rises by 20~nm and the floor by less, so the depth becomes $800+20(1-0.632)\approx807$~nm, and the momentary floor coverage falls from 0.63 to 0.56. The real mouth narrows more than the lower trench, so this is an estimate of size.

Gas collisions matter less. For a rough molecular diameter $\delta=0.7$~nm, the mean free path $k_BT/(\sqrt2\pi \delta^2p)$ is 95~$\mu$m. The traced path in the trench averages 2.1~$\mu$m, which implies about 0.02 collisions per molecule. Along the trench, 95\% of the deposited molecules land within 1.6~$\mu$m of their entry point, so the model suits sections several micrometres from the trench ends.

The growth rate restricts what $s$ can mean. Silica of density 2.2~g/cm$^3$ contains 22 formula units per nm$^3$. If each sticking molecule adds one unit, the required flux is $(10/60)(22)/0.05\approx73$~nm$^{-2}$s$^{-1}$. For an assumed molecular mass of 200~u, $p=\Gamma_0\sqrt{2\pi Mk_BT}$ is about $9\times10^{-5}$~Torr, some 5000 times below the total pressure. A value $s=0.05$ therefore presupposes a scarce reactive species. If the main gas deposited directly, its sticking probability would have to be far smaller, and the coverage correspondingly closer to one.

Surface diffusion and coverage-dependent sticking have not been sized. Either would change \eqref{flux} itself: the first moves molecules between segments without flight, and the second makes the equations nonlinear. The full set of computed values is in the numerical output.

\section*{Computed values}
\begin{verbatim}
width, depth: 200, 800 nm; sticking 0.05
gas: 1000 K, 0.5 Torr, diameter 0.7 nm
three zones: diagonal string 824.621 nm
  F wall-wall 0.78078, wall-floor 0.10961
  F wall-opening 0.10961
  F floor-one wall 0.43845, floor-opening 0.12311
  relative flux: wall 0.7138, floor 0.7178
coarse test mesh: strings - kernel quadrature, max 1.8e-07
coarse test mesh: strings - angular integral, max 7.0e-16
fine mesh: 160 segments per wall, 40 on floor, 5.0 nm each
reciprocity error (over mouth width) 1.4e-16
row-sum error 1.7e-13; conservation error 3.3e-13
relative flux, top wall segment 0.8587
relative flux, wall quarters from top: 0.7877, 0.6762, 0.6147, 0.5929
relative flux, lowest wall segment 0.5929
relative flux, floor corner segment 0.6303
relative flux, floor centre segment 0.6338
floor mean step coverage 0.6325
floor mean by direct flight only 0.1231
floor mean, 10/20/40 floor segments: 0.632564, 0.632475, 0.632453
ratio of successive mesh changes 3.99
share of entering molecules: walls 0.2671, floor 0.0316
share returned through mouth 0.7012
ray tracing, 1000000 molecules: walls 0.2668, floor 0.0316
ray tracing: returned 0.7016
largest deviation 1.09 standard errors
impacts per molecule: solve 5.975, traced 5.975
swapped F, unequal mesh: conservation error 0.202
city-block strings: largest error of the three checks 0.0e+00
city-block strings: floor flux 1.0000, wall flux 0.0000
sticking 0.01: floor mean step coverage 0.8964
sticking 0.02: floor mean step coverage 0.8120
sticking 0.05: floor mean step coverage 0.6325
sticking 0.10: floor mean step coverage 0.4624
sticking 0.20: floor mean step coverage 0.3047
sticking 1.00: floor mean step coverage 0.1231
after 20 nm film: width 165.7 nm, depth 807.4 nm
after 20 nm film: momentary floor coverage 0.5628
mean free path 95.1 um; mean path in trench 2.145 um
expected gas collisions per molecule in trench 0.0225
95% of deposits lie within 1587 nm along the trench of entry
growth on flat surface 10 nm/min; species mass 200 u
oxide density 2.2 g/cm3, formula mass 60.08 u
implied mouth flux 73.5 per nm2 per s
implied species partial pressure 9.36e-05 Torr
\end{verbatim}
